# Fick Diffusivity Matrix from the Ternary Maxwell-Stefan Equations

## The choice to be made in the solver

A diffusion solver for a three-component fluid can use one diffusivity for the whole mixture, or a $2\times2$ matrix that is re-evaluated as the composition changes. With one number, each species moves down its own gradient. With a matrix, a species can move without a gradient of its own, or against it. One number is justified when the three pair diffusivities are equal and mixing is ideal. Otherwise one number does not in general describe the fluxes, and the matrix derived here does. In the gas-film example below, with nitrogen as the dependent species, its off-diagonal part carries a quarter of the methane diffusion flux.

## Friction equations and conventions

The fluid is at uniform temperature $T$ and pressure, with no body forces. Species $i=1,2,3$ has mole fraction $x_i>0$, chemical potential $\mu_i$ and velocity $u_i$, and $c$ is the total molar concentration. The molar-average velocity is $u=\sum_i x_iu_i$, and the diffusion fluxes are

$$J_i=c\,x_i(u_i-u),\qquad J_1+J_2+J_3=0 .$$

The sum vanishes because $\sum_i x_iu_i=u$ and $\sum_i x_i=1$.

The Maxwell-Stefan model balances the thermodynamic force on each species against drag from the other two. The drag between $i$ and $j$ is proportional to $x_ix_j(u_i-u_j)$ and inversely proportional to a pair diffusivity $d_{ij}=d_{ji}>0$. Since $x_jJ_i-x_iJ_j=c\,x_ix_j(u_i-u_j)$, the balance reads

$$-\frac{c\,x_i}{RT}\nabla\mu_i=\sum_{j\ne i}\frac{x_jJ_i-x_iJ_j}{d_{ij}} . \tag{1}$$

Two properties of (1) matter in practice.

- Exchanging $i$ and $j$ reverses the sign of a pair term, so the three right-hand sides add to zero. The left-hand sides do the same by the Gibbs-Duhem relation $\sum_i x_i\nabla\mu_i=0$. Two equations are therefore independent, and they cannot fix three fluxes without the condition $\sum_i J_i=0$.
- Fluxes relative to a wall are $N_i=J_i+x_iN_t$, with $N_t=\sum_iN_i$. In $x_jN_i-x_iN_j$ the terms $x_jx_iN_t$ cancel, so (1) also holds with $N_i$ in place of $J_i$.

## Elimination of the third flux

Write $a=1/d_{12}$, $b=1/d_{13}$, $e=1/d_{23}$. The right-hand side of (1) for species 1 is

$$(x_2a+x_3b)J_1-x_1aJ_2-x_1bJ_3 .$$

Substituting $J_3=-J_1-J_2$ turns the last term into $+x_1b(J_1+J_2)$. The coefficient of $J_1$ becomes $x_2a+(x_1+x_3)b=x_2a+(1-x_2)b$, and that of $J_2$ becomes $-x_1(a-b)$. For species 2 the right-hand side is

$$(x_1a+x_3e)J_2-x_2aJ_1-x_2eJ_3 ,$$

and the same substitution adds $x_2e(J_1+J_2)$. With $J=(J_1,J_2)^T$ the right-hand sides are $BJ$, where

$$B=\begin{pmatrix}(1-x_2)b+x_2a & -x_1(a-b)\\ -x_2(a-e) & (1-x_1)e+x_1a\end{pmatrix}. \tag{2}$$

The left-hand side needs gradients of composition. Put $\mu_i=\mu_i^\circ+RT\ln(\gamma_ix_i)$, with activity coefficient $\gamma_i$. Take $x_1,x_2$ as independent, so that $x_3=1-x_1-x_2$ changes whenever either of them does. Because $x_i\,\partial\ln x_i/\partial x_j=\delta_{ij}$ for $i,j=1,2$,

$$\frac{x_i}{RT}\nabla\mu_i=\sum_{j=1}^{2}\Gamma_{ij}\nabla x_j,\qquad \Gamma_{ij}=\delta_{ij}+x_i\frac{\partial\ln\gamma_i}{\partial x_j}. \tag{3}$$

Equation (1) is now $-c\,\Gamma\nabla x=BJ$. If $B$ can be inverted, Fick's law follows:

$$J=-c\,D\,\nabla x,\qquad D=B^{-1}\Gamma . \tag{4}$$

## The inverse in closed form

The product of the diagonal entries of $B$ is

$$(1-x_1)(1-x_2)be+x_1(1-x_2)ab+x_2(1-x_1)ae+x_1x_2a^2 ,$$

and the product of the off-diagonal entries is

$$x_1x_2(a-b)(a-e)=x_1x_2(a^2-ae-ab+be).$$

In the difference the $a^2$ terms cancel. The coefficient of $be$ is $(1-x_1)(1-x_2)-x_1x_2=x_3$. That of $ab$ is $x_1(1-x_2)+x_1x_2=x_1$, and that of $ae$ is $x_2(1-x_1)+x_1x_2=x_2$. Hence

$$\det B=x_3be+x_1ab+x_2ae=\frac{S}{P},$$

$$S=x_1d_{23}+x_2d_{13}+x_3d_{12},\qquad P=d_{12}d_{13}d_{23}. \tag{5}$$

All terms of $S$ are positive, so $B$ is invertible at every interior composition.

The inverse of a $2\times2$ matrix exchanges the diagonal entries, reverses the sign of the off-diagonal ones and divides by the determinant. Dividing by $\det B$ means multiplying by $P/S$, and $Pa=d_{13}d_{23}$, $Pb=d_{12}d_{23}$, $Pe=d_{12}d_{13}$. For ideal mixing, $\Gamma=1$, this gives

$$\begin{aligned}
D_{11}&=\frac{d_{13}\,[x_1d_{23}+(1-x_1)d_{12}]}{S}, & D_{12}&=\frac{x_1d_{23}(d_{13}-d_{12})}{S},\\
D_{21}&=\frac{x_2d_{13}(d_{23}-d_{12})}{S}, & D_{22}&=\frac{d_{23}\,[x_2d_{13}+(1-x_2)d_{12}]}{S}.
\end{aligned}\tag{6}$$

For a non-ideal mixture, (6) is $B^{-1}$ and must be multiplied from the right by $\Gamma$. The order matters, since the two matrices need not commute.

The entries depend on which species is eliminated. If species 2 is eliminated instead, the new gradients and the new fluxes both follow from the old ones by the same constant matrix $M$, because $\nabla x_3=-\nabla x_1-\nabla x_2$ and $J_3=-J_1-J_2$. The new matrix is $MDM^{-1}$: its entries differ, its eigenvalues do not. A tabulated $D_{12}$ is therefore incomplete without the name of the dependent species.

## When the matrix becomes a scalar

Let $d_{12}=d_{13}=d_{23}=d$. The differences in (2) vanish and each diagonal entry becomes $1/d$, so $B^{-1}=d\,1$ and

$$D=d\,\Gamma . \tag{7}$$

Equation (1) shows why. Its right-hand side is $[(1-x_i)J_i-x_i\sum_{j\ne i}J_j]/d$, and $\sum_{j\ne i}J_j=-J_i$, which leaves $J_i/d$. When all partners exert the same friction, it does not matter which of them a species moves through. With ideal mixing as well, $\Gamma=1$ and

$$J_i=-c\,d\,\nabla x_i\qquad(i=1,2,3). \tag{8}$$

Species 3 follows by adding the first two equations.

For ideal mixing the converse holds too. In (6) the factors $x_1d_{23}/S$ and $x_2d_{13}/S$ are positive. Thus $D_{12}=0$ requires $d_{13}=d_{12}$, and $D_{21}=0$ requires $d_{23}=d_{12}$. A scalar $D$ needs both, hence three equal pair diffusivities.

One equality gives an intermediate case. If $d_{12}=d_{13}=d$ but $d_{23}$ differs, then $S=x_1d_{23}+(1-x_1)d$, so $D_{11}=d$ and $D_{12}=0$. Species 1 obeys a scalar law with constant coefficient $d$, while species 2 still responds to $\nabla x_1$ through $D_{21}$.

**Equal friction without ideality.** Take the regular-solution model with molar excess Gibbs energy $RT\,w\,x_1x_3$ and $w=1$. Its activity coefficients are $\ln\gamma_1=x_3(1-x_1)$ and $\ln\gamma_2=-x_1x_3$. At $x=(0.2,0.3,0.5)$, with $\partial x_3/\partial x_1=\partial x_3/\partial x_2=-1$,

$$\Gamma_{11}=1+0.2(-0.8-0.5)=0.74,\qquad \Gamma_{12}=0.2(-0.8)=-0.16,$$

$$\Gamma_{21}=0.3(-0.5+0.2)=-0.09,\qquad \Gamma_{22}=1+0.3(0.2)=1.06 .$$

The numbers are illustrative: non-ideality of this size belongs to dense fluids, whose diffusivities are far smaller than those of gases. The ratio $D/d=\Gamma$ does not depend on $d$. With $d=5$ cm²/s, the value used for the scalar test below, equation (7) gives

$$D=\begin{pmatrix}3.70&-0.80\\-0.45&5.30\end{pmatrix}\ \text{cm}^2/\text{s}.$$

Equal pair diffusivities are thus not sufficient for a scalar. Nor are they necessary at a single non-ideal composition: if $\Gamma$ happens to equal $D_0B$ there, (4) gives $D=D_0\,1$ with unequal $d_{ij}$. A scalar fitted at one composition does not establish equal friction.

## Dilute limits

Let $x_1\to0$ in an ideal mixture. Then $S\to x_2d_{13}+x_3d_{12}$, and (6) gives $D_{12}\to0$ and

$$\frac1{D_{11}}\to\frac{x_2}{d_{12}}+\frac{x_3}{d_{13}} . \tag{9}$$

A trace species feels the two hosts as resistances added in proportion to their mole fractions. In the same limit $1-x_2\to x_3$, so $D_{22}\to d_{23}$, the binary diffusivity of the host pair.

The vanishing of $D_{12}$ must survive in the code. Where $x_1=0$ and $\nabla x_1=0$, the flux is $J_1=-cD_{12}\nabla x_2$. A constant, nonzero $D_{12}$ would transport a species that is absent and could drive $x_1$ negative. The factor $x_1$ in (6) prevents this.

If species 3 is a solvent, $x_1,x_2\to0$ and $S\to d_{12}$. Then $D\to\mathrm{diag}(d_{13},d_{23})$: two independent scalar laws, generally with different coefficients.

## Stability and the eigenvalues

A negative off-diagonal entry is compatible with stable diffusion; the eigenvalues decide. Define $H_{ij}=\delta_{ij}/x_i+1/x_3$, the second-derivative matrix of the ideal molar Gibbs energy divided by $RT$.

First consider $HB$. Let $f=BJ$, $f_3=-f_1-f_2$ and $v_i=J_i/x_i$. Let $K$ be a second set of fluxes with zero sum, and $w_i=K_i/x_i$. Then

$$K^THBJ=\sum_{i=1}^{2}\frac{K_if_i}{x_i}+\frac{(K_1+K_2)(f_1+f_2)}{x_3}=\sum_{i=1}^{3}w_if_i .$$

From (1), $f_i=\sum_{j\ne i}x_ix_j(v_i-v_j)/d_{ij}$. Each pair appears twice, once with $w_i$ and once with $-w_j$, so

$$K^THBJ=\sum_{i<j}\frac{x_ix_j}{d_{ij}}(w_i-w_j)(v_i-v_j). \tag{10}$$

This is unchanged when $J$ and $K$ are exchanged, so $HB$ is symmetric. For $K=J$ it is a sum of squares, which vanishes when all $v_i$ are equal. Their common value is then $\sum_ix_iv_i=\sum_iJ_i=0$, so $J=0$. Hence $HB$ is positive definite. Physically, (10) with $K=J$ measures frictional dissipation.

Next consider $H\Gamma$. The molar Gibbs energy $g$ has $\partial g/\partial x_i=\mu_i-\mu_3$. Gibbs-Duhem gives $\partial\mu_3/\partial x_j=-\sum_{k=1}^{2}(x_k/x_3)\,\partial\mu_k/\partial x_j$, so

$$\frac1{RT}\frac{\partial^2g}{\partial x_i\partial x_j}=\sum_{k=1}^{2}\Big(\frac{\delta_{ik}}{x_k}+\frac1{x_3}\Big)\frac{x_k}{RT}\frac{\partial\mu_k}{\partial x_j}=(H\Gamma)_{ij} .$$

With $R_f=HB$ and $G=H\Gamma$, equation (4) becomes $D=R_f^{-1}G$. This is similar to the symmetric matrix $R_f^{-1/2}GR_f^{-1/2}$, so its eigenvalues are real and have the same signs as those of $G$. They are positive where the mixture is locally stable. Inside a spinodal region at least one is negative, and the diffusion equation without gradient-energy terms is ill-posed there: the growth rate rises without bound as the wavelength shrinks.

For a forward-Euler, central-difference scheme in one space dimension, with spacing $h$ and a locally constant $D$ with positive eigenvalues $\lambda$, each eigenmode is multiplied per time step $\Delta t$ by at least $1-4\lambda\Delta t/h^2$. Keeping this above $-1$ requires $\Delta t\le h^2/(2\lambda_{\max})$. The largest eigenvalue enters, not the largest entry.

## Example: methane at a carbon-absorbing surface

Species 1, 2 and 3 are CH₄, H₂ and N₂ at 1200 K and 760 Torr, with $x=(0.2,0.3,0.5)$. Rough pair diffusivities are $d_{12}=8$, $d_{13}=2.5$ and $d_{23}=9$ cm²/s. The gas is treated as ideal. From (5),

$$S=0.2(9)+0.3(2.5)+0.5(8)=6.55\ \text{cm}^2/\text{s},$$

and (6) gives, for instance, $D_{12}=0.2(9)(2.5-8)/6.55=-1.51$ cm²/s. The whole matrix is

$$D=\begin{pmatrix}3.130&-1.511\\0.115&8.725\end{pmatrix}\ \text{cm}^2/\text{s},$$

with eigenvalues 3.16 and 8.69 cm²/s. More digits are shown than the inputs deserve, so that the arithmetic can be followed.

The negative $D_{12}$ comes from $d_{13}<d_{12}$: methane is held more strongly by nitrogen than by hydrogen. If $\nabla x_1=0$, nitrogen and hydrogen have opposite gradients, and methane is dragged along with the nitrogen. For $\nabla x_2>0$, methane even moves up its own gradient as long as $0<\nabla x_1<(1.511/3.130)\nabla x_2=0.48\,\nabla x_2$.

**Surface reaction.** At the surface CH₄ → C + 2H₂. Let $z$ point from the surface into the gas across a film of thickness 5 mm. In steady state, without reaction in the gas, $N_2=-2N_1$ and $N_3=0$. Then $N_t=-N_1$, and $J_i=N_i-x_iN_t$ gives

$$J_1=(1+x_1)N_1=1.2N_1,\qquad J_2=(x_2-2)N_1=-1.7N_1 .$$

The mole fraction of methane is prescribed to be 0.002 lower at the surface than in the bulk, so $g_1=dx_1/dz=0.004$ cm⁻¹. The unknowns are $g_2=dx_2/dz$ and $n=N_1/c$. Fick's law reads

$$3.130g_1-1.511g_2+1.2n=0,\qquad 0.115g_1+8.725g_2-1.7n=0 .$$

The solution is $n=-0.0139$ cm/s and $g_2=-0.00276$ cm⁻¹. The first friction equation, written with wall fluxes, confirms it without the matrix:

$$-g_1=n\left[\frac{x_2+2x_1}{d_{12}}+\frac{x_3}{d_{13}}\right]=n(0.0875+0.2)=0.2875\,n . \tag{11}$$

With $c=1.0155\times10^{-5}$ mol/cm³, $N_1=-1.41\times10^{-7}$ mol/(cm² s), a carbon uptake of 61 g/(m² h). The minus sign means motion towards the surface.

The diffusion flux of methane has two parts, in mol/(cm² s):

$$-cD_{11}g_1=-1.27\times10^{-7},\qquad -cD_{12}g_2=-0.42\times10^{-7}.$$

The second is 25 % of their sum. Dropping $D_{12}$, with the methane gradient and the stoichiometry held fixed, lowers $|N_1|$ to $1.06\times10^{-7}$ mol/(cm² s), 25 % below the full result. Both percentages belong to the choice of nitrogen as the dependent species. If hydrogen is eliminated instead, $\nabla x_2=-\nabla x_1-\nabla x_3$ turns the methane row of the matrix into $(D_{11}-D_{12},\,-D_{12})=(4.641,\,1.511)$ cm²/s, and dropping its off-diagonal entry raises $|N_1|$ by 11 %. The flux from the full matrix is the same in both cases.

**Closed tube.** The same gas fills a tube 1 cm long with sealed ends. Methane starts uniform at 0.20, and hydrogen starts as $0.3+0.2\cos(\pi z/L)$, where $L$ is the tube length and $z$ now runs from one end. After 10 ms the methane fraction is 0.218 near the hydrogen-rich end and 0.185 near the other. Hydrogen leaves the rich end, nitrogen moves in and brings methane with it. The two departures are unequal because $D$ varies with composition; a constant $D$ would keep every profile a cosine, with equal and opposite departures. When all pair diffusivities are set to 5 cm²/s, methane stays uniform to within $10^{-12}$, as (8) requires.

## How far the film result can be trusted

The temperature and pressure are typical of gas carburising. A methane fraction of 0.2 is far above usual carburising practice, and such a gas can deposit soot. Industrial atmospheres often contain carbon monoxide as well, which this ternary model omits. The uptake is not a prediction for a real furnace: it follows from the chosen methane drop and film thickness. The chosen drop is 1 % of the bulk value, so the methane fraction at the surface, $x_{1,s}=0.198$, lies far above the value of order $10^{-3}$ in equilibrium with carbon at this temperature and hydrogen level. So small a drop means that the surface reaction, not the film, limits the uptake. Take a first-order surface rate $|n|=k\,x_{1,s}$ in series with the film, $|n|=G_f(x_1-x_{1,s})$, where $x_1$ is the bulk value and $G_f$ follows from (11) and the thickness. Then $|n|=kG_fx_1/(k+G_f)$, the drop is the fraction $k/(k+G_f)=0.01$ of $x_1$, and a small relative change in $G_f$ changes the uptake by 0.01 of that change. The percentage changes of uptake given in this text hold at fixed drop. At fixed $k$ it is mainly the drop that responds: dropping $D_{12}$, with nitrogen as the dependent species, lowers the uptake by about 0.3 %.

Thermal diffusion may be the largest neglected effect among those estimated. For a temperature difference of 10 K across the film and a rough thermal diffusion factor of 0.2 towards both partners, the equivalent change in methane fraction is $0.2\,x_1(1-x_1)(10/1200)$, or 13 % of the prescribed drop. At fixed drop, (11) shifts the uptake by about the same fraction, in a direction set by the signs of the factor and of the temperature difference. Methane is heavier than hydrogen but lighter than nitrogen, so the two contributions can partly cancel and leave a smaller shift. An error in $d_{13}$ also matters: at fixed drop, a value 10 % larger raises the uptake by 6.8 %, since nitrogen supplies 0.2 of the 0.2875 s/cm² of resistance in (11).

The other estimates are smaller. Methane pyrolysis in the gas, at a rough rate constant of $10^{-3}$ s⁻¹, consumes 0.7 % of the methane flux. Integrating the friction equations through the film at fixed fluxes changes the methane drop by 0.01 %, so constant coefficients suffice here. A rough second virial coefficient of 20 cm³/mol makes the compressibility factor differ from one by about $2\times10^{-4}$; $\Gamma$ departs from the unit matrix through differences between the virial coefficients of the pairs, which is a smaller effect here. The mean free path is about 0.3 µm for methane and nitrogen and roughly twice that for hydrogen, of order $10^{-4}$ of the film thickness or less (the 0.60 µm in the output is the elementary estimate $3d_{13}/\bar v$, with $\bar v$ the mean thermal speed of methane, which is too high for methane); in pores of micrometre width, wall collisions would have to be added to (1). The Rayleigh number for 10 K, with viscosity and heat conduction represented by $d_{13}$, is 0.16, so buoyancy is weak inside the film. The remaining values are in the numerical output.

## Computed values

```
Species: 1 = CH4, 2 = H2, 3 = N2
Mole fractions x1, x2, x3: 0.20, 0.30, 0.50
Pair diffusivities 12, 13, 23 (rough): [8.  2.5 9. ] cm2/s
B11, B12: 0.31750, 0.05500 s/cm2
B21, B22: -0.00417, 0.11389 s/cm2
det B: 0.036389 s2/cm4
S: 6.550 cm2/s
D11, D12: 3.1298, -1.5115 cm2/s
D21, D22: 0.1145, 8.7252 cm2/s
Eigenvalues of D: 3.1609, 8.6941 cm2/s
Common pair diffusivity in scalar test: 5.0 cm2/s
Scalar test D11, D22: 5.0000, 5.0000 cm2/s
Scalar test largest off-diagonal: 0.0e+00 cm2/s
Equal pairs, regular solution w13 = 1.0 (units of RT):
  D11, D12: 3.700, -0.800 cm2/s
  D21, D22: -0.450, 5.300 cm2/s
Trace CH4 in same H2:N2 ratio, D11: 3.3684 cm2/s
Random non-ideal cases, of which unstable: 300, 82
Tube length, time: 1.0 cm, 10 ms
Tube initial H2 amplitude: 0.20
Tube CH4 at H2-rich, H2-poor end: 0.2184, 0.1847
Tube, equal pairs, largest CH4 change: 8.1e-13
Film: T, p, thickness: 1200 K, 760 Torr, 5 mm
Total concentration c: 1.0155e-05 mol/cm3
CH4 drop across film: 0.0020
Gradients of x1, x2: 0.00400, -0.00276 1/cm
N1, N2 (negative = to surface): -1.4129e-07, 2.8259e-07 mol/(cm2 s)
J1, J2, J3: -1.696e-07, 2.402e-07, -7.065e-08 mol/(cm2 s)
J1 from D11, from D12: -1.271e-07, -4.242e-08 mol/(cm2 s)
Share of J1 from D12: 25.0 %
N1 if D12 is dropped: -1.0595e-07 mol/(cm2 s)
Carbon uptake: 61.1 g/(m2 h)
Neglected: composition change in film, on CH4 drop: -0.014 %
Neglected: thermal diffusion, 10 K, factor 0.2: 13.3 % of CH4 drop
Neglected: non-ideality, virial 20 cm3/mol: 2.0e-04
Neglected: free path 0.60 um, over film: 1.2e-04
Neglected: gas pyrolysis, k = 1e-03 1/s: 0.72 % of CH4 flux
Neglected: buoyancy, Rayleigh number for 10 K: 0.16
Uptake change if pair diffusivity 13 is 10 % larger: 6.8 %
```
